# Oxide Growth Through a Furnace Ramp: What to Carry Between Steps

Once the gas, the temperatures and the heating rate are fixed, a furnace recipe for a thick isolation oxide leaves one number to choose: how long to hold the wafer at the top temperature. The answer depends on how much oxide has already grown while the furnace was heating. A calculation must therefore settle what one time step hands to the next, and how finely each part of the recipe must be divided.

The example is steam oxidation of Si(100). A wafer with 2 nm of oxide is heated from 1073 to 1273 K at 10 K/min, which takes 20 min, and is then held for 60 min. Steam flows throughout and is replaced by inert gas before cooling. Lengths are in nm, times in min and activation energies in eV. The algebra is classical and contains no quantum constant.

## The growth law and its two rates

Let \(x\) be the oxide thickness. Oxidant enters the oxide from the gas, diffuses through it and reacts at the silicon. If little oxidant is stored in the film, the three fluxes are equal:

\[
F=h_g(C^*-C_0)=\frac{D(C_0-C_i)}{x}=kC_i .
\]

Here \(C^*\) is the oxidant concentration in oxide at equilibrium with the gas, \(C_0\) and \(C_i\) are the concentrations at the outer and inner faces, \(D\) is the diffusivity, and \(h_g\) and \(k\) are the transfer and reaction coefficients. The three concentration drops are \(F/h_g\), \(Fx/D\) and \(F/k\). They add up to \(C^*\), so

\[
F=\frac{C^*}{1/h_g+1/k+x/D}.
\]

If unit volume of oxide incorporates \(N\) oxidant molecules, then \(dx/dt=F/N\). Multiplying numerator and denominator by \(2D\) gives the Deal-Grove law

\[
\frac{dx}{dt}=\frac{B}{A+2x},\qquad
A=2D\left(\frac1k+\frac1{h_g}\right),\qquad B=\frac{2DC^*}{N}.
\]

For \(2x\ll A\) the rate is \(L=B/A\), which does not contain \(D\): the film is too thin to obstruct the supply. For \(2x\gg A\) the rate is \(B/(2x)\), limited by diffusion.

Both \(B\) and \(L\) are taken as Arrhenius functions, with rough typical values for steam:

\[
B=6.4\times10^6\,e^{-0.78\,\mathrm{eV}/k_BT}\ \mathrm{nm^2/min},\qquad
L=1.6\times10^9\,e^{-2.05\,\mathrm{eV}/k_BT}\ \mathrm{nm/min}.
\]

| \(T\) (K) | \(A\) (nm) | \(B\) (nm²/min) | \(L\) (nm/min) |
|---|---|---|---|
| 1073 | 3691 | 1389 | 0.376 |
| 1273 | 426.5 | 5226 | 12.25 |

Because \(A=B/L\) varies as \(e^{+1.27\,\mathrm{eV}/k_BT}\), it falls steeply on heating. This change in \(A\) is what makes the bookkeeping delicate.

## First attempt: multiply the rate by the time step

The simplest update is the Euler step \(x\to x+B\,\Delta t/(A+2x)\). Take the hold, which starts from the 67.84 nm present at the end of the ramp. One step of 60 min gives 625.6 nm, six steps give 432.0 nm and sixty give 415.0 nm. The result depends on the subdivision because each step keeps its initial rate while the true rate falls as the film thickens.

At constant temperature this error can be removed altogether. Separate the variables and integrate from \(x_0\) to \(x_1\):

\[
\int_{x_0}^{x_1}(A+2x)\,dx=B\,\Delta t
\quad\Longrightarrow\quad
x_1^2+Ax_1=x_0^2+Ax_0+B\,\Delta t. \tag{1}
\]

Multiply by 4 and add \(A^2\) to complete the squares. With \(s=A+2x_0\),

\[
(A+2x_1)^2=s^2+4B\,\Delta t .
\]

Thickness is not negative, so the positive root applies:

\[
x_1=x_0+\frac{\sqrt{s^2+4B\,\Delta t}-s}{2}
=x_0+\frac{2B\,\Delta t}{s+\sqrt{s^2+4B\,\Delta t}}. \tag{2}
\]

The last form follows on multiplying numerator and denominator by the sum of the root and \(s\). It avoids subtracting two nearly equal numbers when the step is short.

For the hold, \(s=426.5+2(67.84)=562.2\) nm and \(4B\,\Delta t=4(5226)(60)=1.254\times10^6\) nm². The root is 1253 nm, and the increment is \(2(5226)(60)/(562+1253)\approx345.5\) nm. The final oxide is 413.3 nm, or about 4130 Å. Adaptive integration of the differential equation gives the same thickness to within \(10^{-7}\) nm. Such digits compare methods of calculation; the physical prediction is far less certain.

## Why subdividing the hold changes nothing

Define \(W=x^2+Ax\). Divide a hold into pieces \(\Delta t_1,\ldots,\Delta t_m\), and start each piece from the thickness left by the one before. Equation (1) then reads \(W_j=W_{j-1}+B\,\Delta t_j\), with the same \(A\) and \(B\) in every piece. Adding the pieces gives

\[
W_m=W_0+B\sum_{j=1}^{m}\Delta t_j .
\]

Only the total time remains. Since \(W\) increases with \(x\) for \(x\ge0\), each value of \(W\) belongs to one thickness, so the final oxide is the same for every subdivision.

In the example, 1, 6 and 60 pieces all give 413.298828 nm. A harder test cuts a 60 min hold into 1000 random pieces, starting from 67.84 nm, at 1073, 1173, 1273 and 1373 K. The largest change from the single-step result is \(5\times10^{-13}\) nm, which is rounding error.

This invariance has a limited meaning. The proof works for any positive \(A\) and \(B\), so a calculation with the wrong coefficients passes too. The test examines the handover between pieces; the separate integration of the differential equation examines the update itself.

## Second attempt: grow each piece separately and add

Suppose each piece is computed from bare silicon and the increments are added to the ramp oxide. One, six and sixty pieces then give 453.8, 664.1 and 783.0 nm. Even the undivided hold is about 40 nm too thick, because it ignores the obstruction by the oxide already present.

As the pieces become shorter, each one grows at the bare-surface rate \(L\). The sum therefore approaches \(67.84+12.25\times60\approx803\) nm, as if diffusion through the film cost nothing. Refining the steps makes this procedure converge to the wrong answer.

## Third attempt: carry the clock

One might instead carry the elapsed time and evaluate the isothermal formula at the current temperature. At the end of the recipe this treats all 80 min as if spent at 1273 K. Starting from 2 nm, it gives 468.2 nm, which is 55 nm too much.

A time can be used as a label for thickness, but it must be recomputed at the new temperature. The time needed at 1273 K to grow the ramp oxide from bare silicon is

\[
\tau=\frac{x^2+Ax}{B}
=\frac{67.84^2+426.5\times67.84}{5226}\approx6.42\ \mathrm{min}.
\]

The initial 2 nm and the 20 min ramp together are worth 6.4 min of hold. Growing from bare silicon for \(\tau+60\) min reproduces the correct final oxide.

Carrying \(W\) across a temperature change fails for a related reason. Thickness is continuous, but \(W\) contains \(A(T)\). During a ramp,

\[
\frac{dW}{dt}=(2x+A)\frac{dx}{dt}+x\frac{dA}{dt}
=B+x\frac{dA}{dt}.
\]

On heating \(dA/dt<0\), so \(W\) gains less than \(\int B\,dt\). If the two activation energies were equal, \(A\) would be constant and the integral of \(B\) would suffice. Giving \(L\) the energy 0.78 eV, with its value at 1273 K held fixed, makes the ramp oxide 112.9 nm instead of 67.8 nm. The substitution greatly overstates the reaction rate in the cold part of the ramp.

## The order of temperatures matters

The same change in \(A\) prevents a recipe from being reduced to the total time spent at each temperature. Let \(f_j(x)=B_j/(A_j+2x)\) be the rates at two temperatures, and apply each for a short time \(\eta\). To second order, step 1 followed by step 2 gives

\[
x+\eta(f_1+f_2)+\eta^2\left(\tfrac12f_1f_1'+\tfrac12f_2f_2'+f_1f_2'\right),
\]

where a prime means \(d/dx\). The last term arises because step 2 starts at \(x+\eta f_1\). Reversing the order replaces it by \(f_2f_1'\). Since \(f_j'=-2f_j/(A_j+2x)\), the difference is

\[
x_{12}-x_{21}=\eta^2(f_1f_2'-f_2f_1')
=\frac{2\eta^2f_1f_2(A_2-A_1)}{(A_1+2x)(A_2+2x)}+O(\eta^3).
\]

If step 1 is the cold one, \(A_1>A_2\) and cold-first gives less oxide. Long holds can be reversed by many exchanges of short neighbouring steps. Each exchange shifts the thickness in the same direction, and later growth preserves the ordering of two thicknesses, so the conclusion holds for them as well. If \(A_1=A_2\), equation (1) shows that the order is immaterial.

For 60 min at 1073 K and 60 min at 1273 K, starting from 2 nm, cold-first gives 395.1 nm and hot-first 405.2 nm. At equal thickness the cold step, with its larger \(A\), is slowed by a smaller fraction than the hot one. Here coming second costs the cold step 3.8 nm of growth and the hot step 14.0 nm, which accounts for the difference.

## How much of a ramp error survives

Before choosing ramp steps, it helps to know what the hold does to an error it inherits. Write equation (1) for two starting thicknesses \(x_0\) and \(y_0\), with the same hold, and subtract:

\[
(x_1-y_1)(x_1+y_1+A)=(x_0-y_0)(x_0+y_0+A). \tag{3}
\]

For a small difference this becomes

\[
\frac{\partial x_1}{\partial x_0}=\frac{A+2x_0}{A+2x_1}.
\]

Here the factor is \(562.2/1253\approx0.449\). A film that starts slightly too thick grows more slowly, so less than half of the initial error remains. The factor tends to 1 for a very short hold and to 0 for a very long one.

Equation (3) also covers large differences. Leaving out the ramp growth starts the hold at 2 nm instead of 67.84 nm and ends it at 386.7 nm. The initial deficit of 65.8 nm is multiplied by

\[
\frac{67.84+2+426.5}{413.3+386.7+426.5}\approx0.405,
\]

which leaves a deficit of 26.6 nm. The ramp cannot be ignored in this recipe, although it matters less than its own 66 nm of growth suggests.

## Fourth attempt: freeze the temperature at the start of each ramp step

With thickness carried correctly, update (2) can be used on the ramp if the temperature is frozen within each step. The remaining choice is where to freeze it.

Write the rate as \(f(x,t)\), where \(t\) enters through the furnace temperature. Over a step \(\Delta\), the true solution is

\[
x+\Delta f+\frac{\Delta^2}{2}(f_t+ff_x)+O(\Delta^3),
\]

with subscripts for partial derivatives and all terms taken at the start. Now freeze the coefficients at the time \(t+\theta\Delta\). The frozen rate is \(f+\theta\Delta f_t\) to first order, and update (2) follows its growth exactly, giving

\[
x+\Delta f+\Delta^2\left(\theta f_t+\tfrac12ff_x\right)+O(\Delta^3).
\]

The error of one step, computed minus true, is therefore

\[
\left(\theta-\tfrac12\right)\Delta^2f_t+O(\Delta^3).
\]

Freezing at the start means \(\theta=0\). On heating, both \(B\) and \(L\) rise, so \(f=1/(1/L+2x/B)\) has \(f_t>0\) and the computed oxide is too thin. Freezing at the midpoint, \(\theta=\tfrac12\), removes the leading error.

The number of steps is proportional to \(1/\Delta\), and later steps shrink inherited errors, as shown above. The accumulated error is thus of order \(\Delta\) for the start rule and \(\Delta^2\) for the midpoint rule. The errors in the final oxide, after the hold, are:

| Ramp steps | Step (K) | Start rule (nm) | Midpoint rule (nm) |
|---|---|---|---|
| 5 | 40 | −7.42 | −0.306 |
| 20 | 10 | −1.97 | −0.0190 |
| 40 | 5 | −0.997 | −0.00475 |
| 80 | 2.5 | −0.501 | −0.00119 |

Between 40 and 80 steps the errors fall by factors of 1.99 and 4.00, as the two orders require. Unlike the hold, the ramp does depend on its subdivision, but the dependence can be controlled.

The error can be estimated without a reference solution. If \(x_n\approx x+c/n^2\), then \(x_{2n}\approx x+c/(4n^2)\). Subtracting gives \(x_{2n}-x_n\approx-3c/(4n^2)\), and hence

\[
x-x_{2n}\approx\frac{x_{2n}-x_n}{3}.
\]

Going from 20 to 40 steps, this predicts a correction of 0.00475 nm, in agreement with the true one.

## The resulting scheme

1. Divide the recipe wherever the heating rate or the gas changes, and at any temperature where the fitted activation energies change, so that no step straddles a break.
2. For an oxidising hold, evaluate \(A\) and \(B\) once and apply (2) once.
3. For an oxidising ramp, use equal steps, evaluate \(A\) and \(B\) at each midpoint temperature, and apply (2).
4. In inert gas, leave \(x\) unchanged.
5. Pass \(x\), and no clock, to the next step.
6. Double the number of ramp steps until \(|x_{2n}-x_n|/3\) is below the chosen tolerance.

For this recipe, 10 K midpoint steps leave an error of 0.02 nm. The uncertainty of the furnace and of the model is much larger, so finer steps would not improve the prediction.

## The model beside a real furnace

The coefficients and the result, roughly 400 nm after an hour of steam near 1000 °C, lie in the regime of thick isolation oxides. A furnace 5 K hotter throughout adds 14 nm, and steam pressure 5 % lower removes 14 nm. A wafer lagging the furnace by 1 min loses 4 nm. Lowering the activation energy of \(L\) by 0.10 eV, with \(L\) at 1273 K fixed, adds 1 nm. Some steam fits change slope within this ramp. With rough energies of 1.6 eV for \(L\) below 900 °C and 1.17 eV for \(B\) below 950 °C, joined continuously to the laws above, \(A\) at 1073 K falls to about 1450 nm, the ramp oxide becomes 69.3 nm and the final oxide gains 0.6 nm. If such a change of slope falls inside a step, the step-doubling estimate overstates the remaining error by about a third. Making \(L\) 1.7 times larger, a rough value for Si(111), adds 64 nm, so coefficients must match the orientation. Dissolved water, at a rough \(3\times10^{19}\) against \(4.4\times10^{22}\) incorporated molecules per cm³, is equivalent to at most 0.3 nm of oxide, which supports the equal-flux assumption.

Stress is another omission, and its effect is very uncertain. Suppose the film enters the hold with 300 MPa of compressive in-plane stress beyond what the fitted coefficients already contain. With no stress normal to the free surface, the pressure is two thirds of this, 200 MPa. For an assumed activation volume of 0.07 nm³, the diffusion barrier rises by 0.087 eV and \(B\) falls to 0.45 of its value, while \(L\), which does not contain \(D\), is unchanged. If the stress lasted through the hold, the oxide would be 99 nm thinner. If it decays exponentially with a time constant of 5.6 min, the ratio of an assumed viscosity of \(10^{13}\) Pa s to a shear modulus of 30 GPa, the loss is 6 nm. That ratio describes pure shear, however. A film held in its plane by the wafer and free at its surface relaxes more slowly: its time constant is six times the viscosity divided by the biaxial modulus, roughly 84 GPa. This gives about 12 min and a loss of about 16 nm, or about 78 nm if the viscosity is ten times larger. These losses assume that one decaying stress applies to the whole film. If oxide formed during the hold also starts with 300 MPa and relaxes from the moment it forms, the 12 min case loses about 34 nm instead of 16 nm. These are sensitivities to rough inputs, not predictions.

Thermal mismatch adds a further stress. If nothing relaxes, it equals the biaxial modulus of the oxide, roughly 84 GPa, times the difference in expansion coefficients, roughly \(3.5\times10^{-6}\) per K, times the temperature change. Silicon expands more than its oxide, so the 200 K ramp puts an existing film under about 60 MPa of tension. Cooling from a stress-free state at 1273 K to 300 K leaves about 290 MPa of compression. In inert gas there is no growth for this stress to affect, but it remains in the finished film. The scheme is meant for planar steam oxides: at corners stress can persist and also act on the reaction, and thin dry oxides initially grow faster than this law allows. The numerical output lists the inputs used here.

## Calculated quantities

```
INPUTS
B prefactor 6.40e+06 nm^2/min, energy 0.78 eV
B/A prefactor 1.60e+09 nm/min, energy 2.05 eV
start oxide 2.0 nm; ramp 1073 to 1273 K
ramp rate 10 K/min, ramp 20 min, hold 60 min
1073 K: A 3690.9 nm, B 1388.7 nm^2/min, B/A 0.3762 nm/min
1273 K: A 426.5 nm, B 5226.1 nm^2/min, B/A 12.2523 nm/min
REFERENCE RUN
oxide after ramp 67.8404 nm
final oxide 413.2988 nm = 4133.0 angstrom
final oxide if ramp growth is omitted 386.65 nm
RAMP STEPS: error of final oxide (nm), start rule / midpoint rule
  5 steps of 40.0 K: -7.42111 / -0.305531
 10 steps of 20.0 K: -3.87038 / -0.076074
 20 steps of 10.0 K: -1.97475 / -0.018999
 40 steps of 5.0 K: -0.99722 / -0.004749
 80 steps of 2.5 K: -0.50106 / -0.001187
error ratio 40 to 80 steps: 1.990 / 4.000
40 steps: correction estimated 0.004750, true 0.004749 nm
HOLD PIECES: exact update / Euler / restart from bare and add (nm)
  1: 413.298828 / 625.57 / 453.78
  6: 413.298828 / 432.00 / 664.07
 60: 413.298828 / 414.99 / 782.99
1000 random pieces, 4 temperatures: change 5.1e-13 nm
CARRYING THICKNESS
equivalent time of ramp oxide at hold temperature 6.418 min
final oxide if elapsed clock time is carried 468.22 nm
hold multiplies a small inherited error by 0.4487
60 min at each temperature: cold first 395.05 nm, hot first 405.24 nm
ramp oxide if both energies were 0.78 eV: 112.92 nm
OMITTED EFFECTS: rough inputs and change of final oxide
wafer thermal lag 1 min: -4.28 nm
furnace 5 K hotter: +14.32 nm
steam pressure 5 % lower: -14.00 nm
B/A energy 0.10 eV lower, same B/A at hold: +1.09 nm
B/A 1.7 times larger, as for Si(111): +64.50 nm
excess stress 300 MPa, pressure 200 MPa, activation volume 0.07 nm^3
stress barrier 0.0874 eV, initial B factor 0.451
viscosity 1e+13 Pa s, shear modulus 30 GPa, relaxation 5.56 min
stress persistent -99.24 nm, relaxing -6.45 nm
biaxial modulus 84 GPa, expansion mismatch 3.5e-06 per K
elastic mismatch stress: heating 59 MPa tensile, cooling to 300 K 286 MPa compressive
dissolved water 3.0e+19, incorporated 4.4e+22 per cm^3
B/D 1.36e-03; dissolved water equals at most 0.28 nm oxide
```
